# Why charging errors in electron-beam writing depend on exposure order

**Two shots**

Place two equal shots on an insulating layer, A on the left and B on the right. Each leaves some negative charge behind. If A is written first, it lands where it was aimed. B then arrives in the field of A's charge and is pushed to the right by a distance $g$. If B is written first, B lands correctly and A is pushed to the left by $g$.

The final charge is the same in both cases, apart from the small displacements themselves, but the printed patterns differ. A calculation from the final charge alone would push A left and B right, each by $g$. Neither order produces that result. It is the sum of the two.

This carries over to any number of shots. Let $g_{nj}$ be the displacement of shot $n$ by the charge of shot $j$, and assume that the deflections are small enough to add and that the charge stays where it was put. In a given order, shot $n$ is displaced by

$$F_n=\sum_{j\ \text{before}\ n} g_{nj}.$$

Reversing the order exchanges "before" and "after", so the displacement becomes $R_n=\sum_{j\ \text{after}\ n}g_{nj}$. Every other shot occurs in one of the two sums, and therefore

$$F_n+R_n=S_n,\qquad F_n=\tfrac12 S_n+\tfrac12(F_n-R_n),$$

where $S_n$ is the displacement that the complete final charge would cause, without the shot's own contribution. Dose fixes the first term. The second depends on the order.

For equal shots on a laterally uniform layer, $g_{nj}=-g_{jn}$. The average of $S_n$ over the pattern then vanishes pair by pair. The average of $F_n$ need not vanish, because each pair contributes only the push on its later member.

**From surface potential to displacement**

Let $z$ point upward from the surface, with a grounded plate at $z=H$. An electron has charge $-e$, so the force on it is $+e\nabla\phi$. While crossing a height $dz$ it spends a time $dz/v$ there and gains the transverse momentum $e\,\partial_x\phi\,dz/v$. Division by $p$ gives the change of angle, and multiplication by the remaining height $z$ gives the shift at the surface:

$$\delta(x)=\frac{e}{pv}\,\frac{d}{dx}\int_0^H z\,\phi(x,z)\,dz .$$

For kinetic energy $T$, the relations $pc=\sqrt{T(T+2mc^2)}$ and $v=pc^2/(T+mc^2)$ give

$$pv=\frac{T(T+2mc^2)}{T+mc^2}.$$

The insulating layer has thickness $t$, relative permittivity $\kappa$ and a grounded back. Its retained charge density $\sigma$ is placed at the top surface. For a lateral Fourier component $e^{ikx}$ with $k>0$, Laplace's equation and the grounded boundaries give

$$\phi_k(z)=\phi_k(0)\frac{\sinh k(H-z)}{\sinh kH}\quad(z>0),\qquad
\phi_k(z)=\phi_k(0)\frac{\sinh k(z+t)}{\sinh kt}\quad(z<0).$$

Gauss's law at the surface reads $\kappa\phi_k'(0^-)-\phi_k'(0^+)=\sigma_k/\varepsilon_0$, so

$$\phi_k(0)=\frac{\sigma_k}{\varepsilon_0k\,[\coth kH+\kappa\coth kt]} .$$

If $t$ is much smaller than both $H$ and the lateral scale, $\kappa\coth kt\approx\kappa/(kt)$ dominates the bracket. The surface potential is then local, $V=\sigma t/(\varepsilon_0\kappa)$.

The height integral follows by parts:

$$\int_0^H z\sinh k(H-z)\,dz=\left[-\frac{z\cosh k(H-z)}{k}\right]_0^H+\frac1k\int_0^H\cosh k(H-z)\,dz
=-\frac Hk+\frac{\sinh kH}{k^2}.$$

Dividing by $\sinh kH$ gives the factor that multiplies $V_k$:

$$M(k)=\frac1{k^2}-\frac{H}{k\sinh kH}.$$

To return to position, use the partial-fraction expansion

$$\frac1{\sinh u}=\frac1u+2u\sum_{n\ge1}\frac{(-1)^n}{u^2+n^2\pi^2}$$

with $u=kH$. The $1/k^2$ terms cancel, leaving

$$M(k)=2\sum_{n\ge1}\frac{(-1)^{n+1}}{k^2+(n\pi/H)^2}.$$

The inverse transform of $1/(k^2+b^2)$ is $e^{-b|x|}/(2b)$. Summing the resulting logarithmic series gives

$$m(x)=\sum_{n\ge1}(-1)^{n+1}\frac{H}{n\pi}e^{-n\pi|x|/H}
=\frac H\pi\ln\!\left(1+e^{-\pi|x|/H}\right).$$

Let the region $x'<b$ be at potential $V_0<0$ and the rest at zero. The height integral is then $V_0\int_{-\infty}^{b}m(x-x')dx'=V_0\int_{x-b}^{\infty}m(s)ds$, whose derivative is $-V_0m(x-b)$. Thus

$$\delta(x)=a\,m(x-b),\qquad a=\frac{e|V_0|}{pv}.$$

The shift is positive, away from the negative charge. Net positive retained charge would reverse every displacement below.

**A uniform pad**

Write a pad $0<x<L$ in narrow stripes that are long in $y$, and consider places far from the stripe ends. A charged strip from $c$ to $b$ is the difference of two steps, so its displacement is $a[m(x-b)-m(x-c)]$. In forward writing the charge extends from $0$ to $x$ when the beam reaches $x$. In reversed writing it extends from $x$ to $L$, and at the end it extends from $0$ to $L$. Hence

$$F=a[m(0)-m(x)],\quad R=a[m(L-x)-m(0)],\quad S=a[m(L-x)-m(x)].$$

Many gaps $H$ away from both edges, $m(x)$ and $m(L-x)$ vanish. There $S\to0$, because charge on the left and right pushes equally. But the right side was still empty when the beam was there, so

$$F\to a\,m(0)=\frac{e|V_0|}{pv}\,\frac{H\ln2}{\pi}.$$

The example takes a 50 keV beam, $H=10$ mm, and a 300 nm film with $\kappa=3$. A dose of 20 µC/cm² with an assumed retained fraction of $5\times10^{-4}$ leaves 10 nC/cm² and gives $V_0=-1.129$ V. With $pv=95.54$ keV,

$$a=\frac{1.129}{95540}=1.182\times10^{-5},\qquad
a\,m(0)=1.182\times10^{-5}\times2.206\ \text{mm}=26.1\ \text{nm}.$$

For a pad with $L=40$ mm, the displacements in nm are:

| $x$ (mm) | $F$ | $R$ | $S$ |
|---:|---:|---:|---:|
| 0 | 0.0 | −26.1 | −26.1 |
| 5 | 19.0 | −26.1 | −7.1 |
| 20 | 26.0 | −26.0 | 0.0 |
| 35 | 26.1 | −19.0 | 7.1 |
| 40 | 26.1 | 0.0 | 26.1 |

Forward writing stretches the start of the pad and then shifts the rest almost uniformly. Registration could absorb a uniform shift common to all features, but not the stretched region. As a check on the deflection formula, a full relativistic trajectory landing 2 mm outside a charged edge is displaced by 16.087 nm, in agreement with $a\,m(2\ \text{mm})$ to the digits given.

The pad average shows the order effect directly. Since $\int_0^\infty m\,dx=(H^2/\pi^2)\int_0^\infty\ln(1+e^{-u})du=H^2/12$, for $L\gg H$

$$\overline F=a\left[\frac{H\ln2}{\pi}-\frac{H^2}{12L}\right]=23.6\ \text{nm},\qquad \overline S=0 .$$

Adding the pushes stripe by stripe, with 0.1 mm stripes, gives 23.3 nm. The difference arises because a shot at a stripe's centre feels no net push from its own stripe, whereas the continuous formula counts the half behind it.

**Multiple passes and random order**

Keep the total dose fixed and divide it into $N$ equal passes, each adding $1/N$ of the retained charge. In pass $q$, earlier passes contribute $(q-1)S/N$ and the current one contributes $F/N$. For passes in one direction, the mean displacement is

$$\frac{N-1}{2N}S+\frac FN=\frac S2+\frac{F-R}{2N},$$

where $F=S/2+(F-R)/2$ was used. At the middle stripe the mean falls from 25.7 nm for one pass to 12.9 nm for two and 6.4 nm for four.

If the direction alternates and $N$ is even, $F$ and $R$ occur equally often. The mean becomes $(N-1)S/(2N)+(F+R)/(2N)=S/2$, which is zero at the middle. The dose term remains at the edges. The passes also do not coincide: the first stripe moves by 19 nm over four one-way passes and by 26 nm over four alternating ones, which blurs the feature. At the middle, one-way passes coincide, whereas alternating passes land 6.4 nm to either side, a spread of 12.9 nm. In the interior, alternation therefore trades a shift for blur.

Alternation relies on charge growing evenly. If the first pass already deposits all the charge that will be retained, later passes see $S$, and the mean is

$$\frac{F+(N-1)S}{N}=S\left(1-\frac1{2N}\right)+\frac{F-R}{2N}.$$

Four alternating passes then leave 6.4 nm at the middle instead of zero.

Random order in a single pass removes the systematic order term but adds scatter. Give each stripe an independent writing time $u$, uniform between 0 and 1. Each other stripe is earlier with probability $u$, so the conditional mean is $uS$ and the conditional variance is $u(1-u)\sum_jg_{nj}^2$. Averaging over $u$ gives

$$\text{mean}=\frac S2,\qquad \text{variance}=\frac{S^2}{12}+\frac16\sum_jg_{nj}^2 .$$

The standard deviation is 7.5 nm at the first stripe and 1.7 nm at the middle. Neighbouring stripes have unrelated writing times, so much of this appears as local roughness.

**When charge leaks away**

Suppose charge decays with time constant $\tau$ while the writing front advances at speed $w$. Charge a distance $s$ behind the front has decayed by $e^{-s/\ell}$, with $\ell=w\tau$. Since $-m'(s)=1/(1+e^{\pi s/H})$, the interior shift becomes

$$F=a\int_0^\infty\frac{e^{-s/\ell}}{1+e^{\pi s/H}}\,ds .$$

For $\ell\gg H$ this returns $a\,m(0)$. For $\ell\ll H$, but still much larger than a stripe width, the denominator is nearly 2 and $F\approx a\ell/2$. Order dependence therefore requires charge that survives until later shots. With leakage, elapsed time matters as well as sequence. With $S$ taken from undecayed charge, $F+R=S$ survives at the middle of the pad by symmetry but fails toward the edges.

**Comparison with real substrates**

The example resembles a photomask blank with insulating resist over grounded chrome. Its dimensions, dose and energy are chosen for illustration. For a given retained charge, the shift is proportional to the film thickness, so a 100 nm film would give a third of it. The retained fraction is an assumption, and the shift is proportional to it. Real films break the assumption that all charge lies on top: spreading it uniformly through the film halves the shift. The net charge may also change sign or saturate with dose. A film resistivity of $10^{14}$ Ω m, a rough value, and a writing time of 1600 s reduce the interior one-way shift by 5.4%. Over the whole writing time, however, the oldest charge decays to 55% of its value, so four alternating passes would leave $-10.5$ nm at the first stripe rather than $S/2=-12.9$ nm. Moving 10% of the charge into a Gaussian fog with a standard deviation of 5 mm also reduces it by 5.4%. An unfinished stripe adds a push along its length of at most 4.3% of the interior shift.

A bare insulating plate is much more sensitive, because its grounded back is far from the charge. For 6.35 mm glass with $\kappa=3.8$, about 1.3 pC/cm² gives the same 26 nm shift. The film's 10 nC/cm² over a wide area would formally give a potential of 16 kV, about a third of the beam energy in volts. The beam would then slow noticeably before landing, which the constant-speed formula leaves out, so its result would be only approximate: within 10 mm of the charge edge on the charged side and 3 mm on the other, full trajectories are displaced about 5 to 25% more than the formula's 0.05 to 0.2 mm. The film, for its part, keeps only a small part of its dose. At 50 keV the electron range in a polymer is some tens of micrometres, so nearly all primary electrons pass through 300 nm. Nor could the film hold the whole dose: the field would be 75 MV/cm, against a rough breakdown strength of 1 MV/cm.

**What to do about it**

- **Screen or drain the charge.** A grounded conducting layer above the trapped charge sets $\phi(x,0)=0$. The field in the gap, and with it the deflection in this model, then vanishes.
- **Correct from the writing history.** Pre-shifting by $-S$, calculated from the final dose map, leaves $F-S=-R$. In the example this creates a 26 nm error at the start of the pad, where there was none, and leaves 26 nm at the middle. The pre-shift should be $-F$, calculated from the charge present at each shot.
- **Alternate directions over an even number of passes** if charge grows evenly and leaks little over the whole writing time. The remaining mean, $S/2$, can be corrected from the dose map; the spread between passes needs separate corrections for each pass.
- **Write a test pattern in both orders** on equivalent blanks. Half the difference of the measured displacements gives the order term and half the sum gives $S/2$, provided that retained charge is equal, leakage is small and other placement errors are negligible or have been subtracted. A fixed placement error cancels in the difference but stays in the sum; drift during writing can affect both.

The numerical output below gives further positions and the sizes of the smaller neglected effects.

## Values computed for the example and the checks

```
beam energy 50 keV; pv 95.54 keV
film 300 nm, relative permittivity 3.0
gap 10 mm; pad 40 mm x 100 mm
stripe width 0.1 mm; number of stripes 400
dose 20 uC/cm2; retained fraction 5.0e-04
retained negative charge 10.0 nC/cm2
surface potential V0 -1.129 V
e|V0|/pv 1.1821e-05
reach at a step m(0) 2.2064 mm
interior shift, one-way writing 26.08 nm
trajectory 2 mm from edge 16.0873 nm
formula at the same place 16.0872 nm
position mm: forward, reversed, final-charge displacement in nm
  0:    0.00  -26.08  -26.08
  2:    9.99  -26.08  -16.09
  5:   18.97  -26.08   -7.11
 10:   24.49  -26.08   -1.59
 20:   26.01  -26.01    0.00
 30:   26.08  -24.49    1.59
 35:   26.08  -18.97    7.11
 38:   26.08   -9.99   16.09
 40:   26.08    0.00   26.08
pad mean, forward: simulated 23.32 nm
pad mean, forward: formula 23.62 nm
pad mean, final charge: 0.00 nm
middle stripe, 1 one-way passes: mean 25.72 nm
middle stripe, 2 one-way passes: mean 12.86 nm
middle stripe, 4 one-way passes: mean 6.43 nm
middle stripe, 4 alternating passes: 0.00 nm
same, all charge laid in pass 1: 6.43 nm
first stripe, spread over 4 passes: 19.34 nm
random order, sd at first stripe: 7.54 nm
random order, sd at middle stripe: 1.68 nm
neglected effects, relative to the interior shift:
charge uniform in film depth: shift times 0.500
beam current 0.5 uA; writing time 1600 s
resistivity 1e+14 ohm m; leak time 2656 s
leakage reduces shift by 5.4 %
fog share 10 %, spread sd 5 mm
fogging reduces shift by 5.4 %
finite stripe width 1.13 %
unfinished stripe, push along it: at most 4.3 %
finite stripe length, at its middle 4.2e-06 %
finite film thickness 0.018 %
landing energy change / beam energy 2.3e-05
shift / gap (charge misplaced by shift) 2.6e-06
film field 0.0376 MV/cm
rough breakdown field 1 MV/cm
film field if all dose stayed 75 MV/cm
bare glass 6.35 mm, relative permittivity 3.8
bare glass: shift per charge larger by 7.72e+03
bare glass: charge for same shift 1.296 pC/cm2
bare glass, film's charge: linear potential 16.2 kV
```
